\section*{Summing type 2 pseudopotential integrals to type 1: convergence with displacement}

\section{Problem}

A semilocal effective core potential requires two kinds of integral. Put the core at the origin, and let $g_A$ and $g_B$ be normalised s Gaussians with exponents $a,b$, centred at $\mathbf A,\mathbf B$:
\begin{equation}
g_A(\mathbf r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-a|\mathbf r-\mathbf A|^2},
\end{equation}
and likewise for $g_B$. For a radial function $U(r)$ the type 1 integral is
\begin{equation}
T=\int g_A\,U(r)\,g_B\,d^3r .
\end{equation}
With real spherical harmonics $Y_{lm}$ and the projections $A_{lm}(r)=\int Y_{lm}\,g_A\,d\Omega$, $B_{lm}(r)=\int Y_{lm}\,g_B\,d\Omega$, the type 2 integral is
\begin{equation}
T_l=\sum_{m=-l}^{l}\int_0^\infty r^2U(r)A_{lm}(r)B_{lm}(r)\,dr .
\end{equation}
In a real pseudopotential the lowest few $l$ have radial functions of their own, and all higher $l$ share one local function, which enters through the type 1 integral. Here the same $U$ is given to every $l$, which turns the pair of integrals into a test of integral code.

(a) Show that $\sum_lT_l=T$, and verify it numerically. (b) Place both Gaussians at one point, a distance $D$ from the core, and take $U=U_0e^{-\zeta r^2}$ with $U_0,\zeta>0$. How does the relative remainder
\begin{equation}
R_L=\frac{1}{T}\Big(T-\sum_{l=0}^{L}T_l\Big)
\end{equation}
depend on $L$ and $D$? Use atomic units and the round model parameters $a=1.2$, $b=0.8$, $\zeta=1.0$ bohr$^{-2}$, $U_0=1$ hartree.

\section{A tempting solution}

The angular part of a displaced Gaussian comes from $e^{2a\mathbf r\cdot\mathbf A}$. Its expansion contains the modified spherical Bessel functions
\begin{equation}
i_l(x)=\frac12\int_{-1}^{1}e^{xt}P_l(t)\,dt,\qquad
e^{xt}=\sum_l(2l+1)i_l(x)P_l(t).
\label{legendre}
\end{equation}
The second relation follows from the first because $\int_{-1}^1P_l^2\,dt=2/(2l+1)$. The addition theorem, $\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf A})=\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\hat{\mathbf A})$, turns this into projections. With $N=U_0(4ab/\pi^2)^{3/4}$ and $p=a+b+\zeta$, both Gaussians at distance $D$ give
\begin{equation}
T_l=4\pi(2l+1)Ne^{-(a+b)D^2}\!\int_0^\infty\! r^2e^{-pr^2}i_l(2aDr)\,i_l(2bDr)\,dr .
\label{radial}
\end{equation}
Now replace each Bessel function by its leading power, $i_l(x)\approx x^l/(2l+1)!!$, and use
\begin{equation}
\int_0^\infty r^{2l+2}e^{-pr^2}dr=\frac{(2l+1)!!\sqrt\pi}{2^{l+2}p^{l+3/2}} .
\end{equation}
The result is
\begin{equation}
T_l\approx N\Big(\frac{\pi}{p}\Big)^{3/2}e^{-(a+b)D^2}\frac{(2l+1)z^l}{(2l+1)!!},\qquad z=\frac{2ab}{p}D^2 .
\end{equation}
Take the first omitted term as the remainder and $T_0$ as the total. Since $(2L+3)/(2L+3)!!=1/(2L+1)!!$,
\begin{equation}
R_L\approx\frac{z^{L+1}}{(2L+1)!!}\propto D^{2L+2}.
\label{wrong}
\end{equation}
The rate would then be a power of the displacement, at every displacement.

A check at $D=0.5$ bohr seems to support this. There $z=0.16$, and \eqref{wrong} gives $R_3\approx6.2\times10^{-6}$, while the computed value is $5.4\times10^{-6}$.

\section{Where it fails}

At $D=4$ bohr, $z=10.24$ and \eqref{wrong} gives $R_3\approx105$. This is impossible: every term in \eqref{radial} is positive, so $R_L$ lies between 0 and 1. The computed value is $0.454$.

The faulty step is the replacement of $i_l$ by its leading power under the radial integral. For large arguments $i_l(x)$ grows as $e^x/(2x)$, so the integrand is governed by $e^{-pr^2+2(a+b)Dr}$ and is concentrated near $r=(a+b)D/p$. At that radius the first Bessel argument is
\begin{equation}
2aDr=\frac{2a(a+b)D^2}{p}=\frac{2(1.2)(2.0)(16)}{3.0}=25.6
\end{equation}
for $D=4$ bohr, which is not small. Replacing $T$ by $T_0$ fails for the same reason, because many $l$ then share the integral. Equation \eqref{wrong} is a small-displacement law, and the solution must keep the Bessel functions whole.

\section{Right solution: the sum over $l$}

On a sphere of radius $r$ the spherical harmonics are complete, so
\begin{equation}
\int g_Ag_B\,d\Omega=\sum_{lm}A_{lm}(r)B_{lm}(r).
\end{equation}
Multiply by $r^2U(r)$ and integrate over $r$. The sum and the integral may be exchanged if $\int r^2|U|\,\|g_A\|\,\|g_B\|\,dr$ is finite, where $\|g\|^2=\int g^2d\Omega$: by the Cauchy--Schwarz inequality $\sum_{lm}|A_{lm}B_{lm}|\le\|g_A\|\,\|g_B\|$. Hence $\sum_lT_l=T$. The argument does not use the Gaussian form of $U$, and it admits factors $1/r$ and $1/r^2$.

For the Gaussian $U$ each term can be found without a Bessel integral. Let $\gamma$ be the angle between $\mathbf A$ and $\mathbf B$, and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. Completing the square,
\begin{equation}
-a|\mathbf r-\mathbf A|^2-b|\mathbf r-\mathbf B|^2-\zeta r^2
=-p|\mathbf r-\mathbf P|^2+pP^2-aA^2-bB^2 .
\end{equation}
The integral over $\mathbf r$ gives $(\pi/p)^{3/2}$, and $pP^2=(a^2A^2+b^2B^2+2abAB\cos\gamma)/p$. Therefore
\begin{equation}
T=Ke^{z\cos\gamma},\qquad z=\frac{2abAB}{p},
\label{type1}
\end{equation}
with $K=N(\pi/p)^{3/2}\exp[-a(1-a/p)A^2-b(1-b/p)B^2]$ independent of $\gamma$.

By the addition theorem, $T_l$ is $P_l(\cos\gamma)$ times a factor independent of $\gamma$. The sum of these terms equals \eqref{type1} at every $\gamma$. Expanding $e^{z\cos\gamma}$ by \eqref{legendre} and comparing Legendre coefficients, which are unique, gives
\begin{equation}
T_l=K(2l+1)\,i_l(z)\,P_l(\cos\gamma).
\label{term}
\end{equation}
Relative to $T$, the exponents and distances enter through $z$ alone.

\subsection*{Numerical verification}

Take $\mathbf A=(0.3,-0.4,1.2)$ and $\mathbf B=(1.0,0.5,0.2)$ bohr. Then $A=1.300$ and $B=1.136$ bohr, $\cos\gamma=0.230$, and
\begin{equation}
z=\frac{2(1.2)(0.8)}{3.0}(1.300)(1.136)=0.945 .
\end{equation}
A Cartesian grid gives $T=0.0911896$ hartree. The type 2 integrals, computed by numerical projection on the $Y_{lm}$, are, in hartree:
\begin{center}
\begin{tabular}{crr}
$l$ & $T_l$ & $T-\sum_{l'\le l}T_{l'}$\\
0 & $0.0847728$ & $6.4\times10^{-3}$\\
1 & $0.0174342$ & $-1.10\times10^{-2}$\\
2 & $-0.0097812$ & $-1.2\times10^{-3}$\\
3 & $-0.0013652$ & $1.3\times10^{-4}$\\
4 & $0.0001093$ & $2.0\times10^{-5}$\\
5 & $0.0000200$ & $-2.0\times10^{-7}$
\end{tabular}
\end{center}
The error grows in size from $l=0$ to $l=1$: for $\gamma\ne0$ the $P_l$ change sign and convergence need not be monotonic. After $l=12$ the difference is below $10^{-11}$ hartree. The program also tests \eqref{term} against the projected integrals, and the completeness sum for $U_0e^{-\zeta r^2}/r$.

\section{Right solution: the rate}

Set $\mathbf A=\mathbf B$ with $|\mathbf A|=D$. Then $\gamma=0$, $z=\kappa D^2$ with $\kappa=2ab/p=0.64$ bohr$^{-2}$, and
\begin{equation}
R_L=e^{-z}\sum_{l>L}(2l+1)i_l(z).
\label{tail}
\end{equation}

\subsection*{Growth with displacement, and a bound}

Insert Rodrigues' formula for $P_l$ in \eqref{legendre} and integrate by parts $l$ times. The boundary terms vanish, and
\begin{equation}
i_l(z)=\frac{z^l}{2^{l+1}l!}\int_{-1}^{1}(1-t^2)^le^{zt}dt .
\label{poisson}
\end{equation}
So $i_l(z)>0$ for $z>0$. Since $\int_{-1}^1(1-t^2)^ldt=2^{2l+1}(l!)^2/(2l+1)!$ and $e^{zt}\le e^z$,
\begin{equation}
i_l(z)\le\frac{z^le^z}{(2l+1)!!},\qquad i_l(z)\to\frac{z^l}{(2l+1)!!}\quad(z\to0).
\label{ibound}
\end{equation}
One integration by parts in the formula for $i_{l+1}$ replaces $(1-t^2)^{l+1}$ by $2(l+1)t(1-t^2)^l/z$. Hence
\begin{equation}
i_l-i_{l+1}=\frac{z^l}{2^{l+1}l!}\int_{-1}^{1}(1-t)(1-t^2)^le^{zt}dt>0 .
\end{equation}

Next differentiate \eqref{legendre}. The recurrence $(2l+1)tP_l=lP_{l-1}+(l+1)P_{l+1}$ gives $(2l+1)i_l'=l\,i_{l-1}+(l+1)i_{l+1}$, so that
\begin{equation}
\frac{dR_L}{dz}=e^{-z}\sum_{l>L}\big[l\,i_{l-1}+(l+1)i_{l+1}-(2l+1)i_l\big].
\end{equation}
Collect the coefficient of each $i_k$. For $k\ge L+2$ it is $(k+1)+k-(2k+1)=0$. For $k=L$ only the first term contributes, giving $L+1$. For $k=L+1$ the first and third contribute, giving $(L+2)-(2L+3)=-(L+1)$. Thus
\begin{equation}
\frac{dR_L}{dz}=(L+1)e^{-z}(i_L-i_{L+1})>0 .
\end{equation}
The relative remainder rises steadily with displacement. Integrate from $z=0$, where $R_L=0$, drop the negative term and use \eqref{ibound}:
\begin{equation}
R_L\le\frac{L+1}{(2L+1)!!}\int_0^zs^L\,ds=\frac{z^{L+1}}{(2L+1)!!}.
\end{equation}
The tempting estimate is thus a rigorous upper bound. It becomes the value of $R_L$ for $z\to0$.

\subsection*{Small displacement}

For $z\ll1$ the power is $D^{2L+2}$. Radial quadrature between $D=0.02$ and $0.04$ bohr gives the powers 1.999, 3.999, 5.999 and 7.999 for $L=0$ to $3$. The power comes from $i_l(2aDr)\,i_l(2bDr)\propto D^{2l}$ in the radial integral, so it does not depend on the Gaussian form of $U$ as long as the moments $\int_0^\infty r^{2l+2}U(r)e^{-(a+b)r^2}dr$ for $l=0$ and $l=L+1$ do not vanish, which is assured when $U$ has one sign; with $U_0e^{-\zeta r^2}/r$ the same powers are found. If one Gaussian stays fixed and the other approaches the core along the same ray ($\gamma=0$), one Bessel factor supplies the small quantity and the power is $L+1$. The quadrature gives 0.997, 1.996, 2.996 and 3.996. At other angles the first omitted term carries $P_{L+1}(\cos\gamma)$, and the power is higher where this vanishes: at a right angle it is $L+2$ for even $L$.

\subsection*{Large displacement}

When $z$ is large, the important $l$ are large too. Apply Laplace's method to \eqref{poisson}. The exponent $l\ln(1-t^2)+zt$ is stationary where $zt^2+2lt-z=0$, that is, at
\begin{equation}
t_0=\frac{s-l}{z}=e^{-\operatorname{arsinh}(l/z)},\qquad s=\sqrt{l^2+z^2}.
\end{equation}
There $1-t_0^2=2lt_0/z$ and $1+t_0^2=2st_0/z$, and the second derivative is $-2l(1+t_0^2)/(1-t_0^2)^2$. With Stirling's formula $l!\approx\sqrt{2\pi l}\,(l/e)^l$, the powers of $l$, $z$ and 2 in the exponential part cancel, leaving $e^{S(l)}$ with
\begin{equation}
S(\nu)=\sqrt{\nu^2+z^2}-\nu\operatorname{arsinh}(\nu/z).
\end{equation}
The remaining factor is
\begin{equation}
\frac{1}{2\sqrt{l}}\,\frac{1-t_0^2}{\sqrt{2l(1+t_0^2)}}=\frac12\sqrt{\frac{t_0}{zs}} .
\end{equation}
Because $S'(l)=-\operatorname{arsinh}(l/z)=\ln t_0$, the factor $\sqrt{t_0}$ shifts $l$ by one half to leading order:
\begin{equation}
i_l(z)\approx\frac{e^{S(\nu)}}{2\sqrt{zs}},\qquad\nu=l+\tfrac12 .
\label{uniform}
\end{equation}

For $l\ll z$, $S(\nu)=z-\nu^2/(2z)+\nu^4/(24z^3)-\dots$ and $s\approx z$. If the quartic term is also small, \eqref{tail} becomes a midpoint sum:
\begin{equation}
R_L\approx\sum_{l>L}\frac{\nu}{z}e^{-\nu^2/(2z)}\approx\int_{L+1}^{\infty}\frac uz\,e^{-u^2/(2z)}du=e^{-(L+1)^2/(2z)} .
\label{gauss}
\end{equation}
For a fixed relative error $\varepsilon$ this gives
\begin{equation}
L+1\approx D\sqrt{2\kappa\ln(1/\varepsilon)} .
\end{equation}
The number of angular momenta grows linearly with displacement. For $\varepsilon=10^{-6}$ the slope is $\sqrt{2(0.64)(13.816)}=4.205$ bohr$^{-1}$. The smallest sufficient $L$ compares as follows:
\begin{center}
\begin{tabular}{rrrr}
$D$/bohr & $z$ & $L$ needed & estimate\\
1 & 0.64 & 6 & 3.2\\
4 & 10.24 & 18 & 15.8\\
8 & 40.96 & 34 & 32.6\\
64 & 2621 & 269 & 268.1
\end{tabular}
\end{center}
The condition $L\ll z$ fails at $D=1$ and $4$ bohr, where $L>z$, and is not yet met at $D=8$ bohr, where $L=34$ and $z=41$. The estimate is too low in these rows, most of all at $D=1$ bohr. Only the last row lies in the regime of \eqref{gauss}. At $D=64$ bohr the program tests \eqref{gauss} to within 5\% for $L$ up to 259.

The Gaussian form in $L$ is not the final behaviour either. At fixed $D$, once $L\gg z$ and $L\gg z^2$, the first omitted term dominates and $i_{L+1}$ takes its leading power, so $R_L\approx e^{-z}z^{L+1}/(2L+1)!!$. At any fixed displacement the convergence ends up factorial.

\section{The error in hartree}

A slow relative rate matters little if the integral itself is negligible. For $\mathbf A=\mathbf B$ the exponent in $T$ is $-(a+b)D^2+(a+b)^2D^2/p$, so
\begin{equation}
T=N\Big(\frac\pi p\Big)^{3/2}e^{-cD^2},\qquad c=\frac{(a+b)\zeta}{p}=0.667\ \text{bohr}^{-2}.
\end{equation}
At $D=8$ bohr, $T=1.6\times10^{-19}$ hartree, and the 35 angular momenta $l=0,\dots,34$ serve no practical purpose. What matters for an absolute threshold is the largest absolute error; for coincident centres this is the largest value of $TR_L$ over all $D$.

By \eqref{uniform}, the exponent of a single term $T_l$ is $-(1+c/\kappa)z+S(\nu)$. At fixed $\nu$, $\partial S/\partial z=\sqrt{1+\nu^2/z^2}$, so the maximum lies where
\begin{equation}
\sqrt{1+\frac{\nu^2}{z^2}}=1+\frac c\kappa\equiv\cosh\eta,\qquad z=\frac{\nu}{\sinh\eta}.
\end{equation}
There $\sqrt{\nu^2+z^2}=z\cosh\eta$ cancels the first part of the exponent, and $-\nu\operatorname{arsinh}(\nu/z)=-\eta\nu$ remains. The prefactor $(2l+1)/(2\sqrt{zs})$ becomes $\sinh\eta/\sqrt{\cosh\eta}$, independent of $l$. Near the maximum successive terms also fall by $e^{-\eta}$, so the sum over omitted terms adds a constant factor. To leading order for large $L$,
\begin{equation}
\max_D\,(TR_L)\propto e^{-\eta L},\qquad \cosh\eta=1+\frac{(a+b)\zeta}{2ab}.
\end{equation}

Here $\cosh\eta=1+0.6667/0.64=2.042$, $\eta=1.341$, and each further $l$ multiplies the worst error by $e^{-\eta}=0.262$. The computed ratio is already 0.262 at $L=0$. For $L=8$ the worst error is $2.6\times10^{-6}$ hartree, at $D=2.84$ bohr; the leading formula, with $\nu=L+\frac32$ for the first omitted term, puts it at 2.89 bohr. With $L=9$ the error stays below $10^{-6}$ hartree at every common displacement $D$. This geometric rate relies on the decay of $U$: as $\zeta\to0$, $\eta\to0$ and the guarantee is lost.

Coincident centres are in general not the worst case. For $\gamma=0$ and unequal distances, $K$ at fixed $z$ is largest when $a(b+\zeta)A^2=b(a+\zeta)B^2$, and its exponent is then $-z\sqrt{(a+\zeta)(b+\zeta)/(ab)}$. The same argument gives the rate $e^{-\eta'}$ with $\cosh\eta'=\sqrt{(a+\zeta)(b+\zeta)/(ab)}\le\cosh\eta$, with equality for $a=b$. For the model exponents the change is slight, 0.263 in place of 0.262; for $a=10$, $b=0.1$, $\zeta=1$ bohr$^{-2}$ it is 0.147 in place of 0.083.

\section{Gaussians on opposite sides}

For $\gamma\neq0$, $|P_l|\le1$ in \eqref{term} bounds the absolute remainder by its value at $\gamma=0$ for the same distances. The relative remainder has no such protection. Take $D=2$ bohr and $L=3$:
\begin{center}
\begin{tabular}{lrrr}
& $T$/hartree & error/hartree & error$/T$\\
same side & $3.67\times10^{-2}$ & $2.1\times10^{-3}$ & 0.057\\
opposite & $2.19\times10^{-4}$ & $1.2\times10^{-3}$ & 5.5
\end{tabular}
\end{center}
By \eqref{type1} the two integrals differ by the factor $e^{2z}=e^{5.12}\approx167$, while the errors are of similar size. On opposite sides the terms alternate in sign and nearly cancel; after $l=3$ the partial sum is $2.2\times10^{-4}-1.21\times10^{-3}=-9.9\times10^{-4}$ hartree, which has the wrong sign. A comparison of type 1 and type 2 code should therefore use an absolute tolerance, set against the size $Ke^{z}$ of the same-side integral. A relative tolerance needs more terms than on the same side (for $10^{-6}$, $L=12$ in place of 10 at $D=2$ bohr and 30 in place of 18 at $D=4$ bohr), and it can be met only while $z$ is moderate: the terms add up in magnitude to $Ke^{z}$ while $T=Ke^{-z}$, so rounding errors are amplified by about $e^{2z}$. At $D=5$ bohr this factor is $8\times10^{13}$, and in double precision no $L$ reaches a relative error of $10^{-6}$.

The completeness relation holds equally for Gaussians of higher angular momentum, but the rates above were derived for s functions. Agreement of the two sums tests the integral routines; it says nothing about the quality of a pseudopotential, whose radial functions for the lowest $l$ differ from one another.

\section*{Computed values}
\begin{verbatim}
a = 1.2, b = 0.8, zeta = 1.0 bohr^-2; U0 = 1.0 hartree
p = 3.0000 bohr^-2, kappa = 0.6400 bohr^-2, c = 0.666667 bohr^-2
A = [0.3, -0.4, 1.2] bohr, B = [1.0, 0.5, 0.2] bohr
|A| = 1.30000 bohr, |B| = 1.13578 bohr, cos gamma = 0.23027, z = 0.94497
type 1 on Cartesian grid = 0.0911896242 hartree
l=0: T_l =  0.0847728043, type 1 - sum =  6.42e-03 hartree
l=1: T_l =  0.0174341569, type 1 - sum = -1.10e-02 hartree
l=2: T_l = -0.0097812118, type 1 - sum = -1.24e-03 hartree
l=3: T_l = -0.0013652219, type 1 - sum =  1.29e-04 hartree
l=4: T_l =  0.0001093230, type 1 - sum =  1.98e-05 hartree
l=5: T_l =  0.0000199767, type 1 - sum = -2.03e-07 hartree
l=6: T_l = -0.0000000918, type 1 - sum = -1.11e-07 hartree
|type 1 - sum to l=12| below 1e-11 hartree: True
U/r case: type 1 = 0.12360797, sum to l=12 = 0.12360797 (U0 = 1 a.u.)
Powers of displacement in R_L: both move (U), both move (U/r), one moves (U)
L=0: 1.9993, 1.9997, 0.9969
L=1: 3.9991, 3.9997, 1.9963
L=2: 5.9991, 5.9997, 2.9960
L=3: 7.9990, 7.9997, 3.9959
Relative target 1e-06; predicted (L+1)/D at large D = 4.2052 bohr^-1
D=0.5 bohr: z=0.16, L needed=4, large-D estimate=1.1, T=4.469e-01 hartree
D=1 bohr: z=0.64, L needed=6, large-D estimate=3.2, T=2.710e-01 hartree
D=2 bohr: z=2.56, L needed=10, large-D estimate=7.4, T=3.668e-02 hartree
D=4 bohr: z=10.24, L needed=18, large-D estimate=15.8, T=1.231e-05 hartree
D=8 bohr: z=40.96, L needed=34, large-D estimate=32.6, T=1.558e-19 hartree
D=16 bohr: z=163.8, L needed=67, large-D estimate=66.3
D=32 bohr: z=655.4, L needed=134, large-D estimate=133.6
D=64 bohr: z=2621, L needed=269, large-D estimate=268.1
D=0.5 bohr: R_0..R_4 = 1.442e-01, 7.523e-03, 2.384e-04, 5.421e-06, 9.604e-08; bound on R_3 = 6.242e-06
D=1 bohr: R_0..R_4 = 4.360e-01, 8.447e-02, 1.035e-02, 9.229e-04, 6.458e-05; bound on R_3 = 1.598e-03
D=2 bohr: R_0..R_4 = 8.059e-01, 4.439e-01, 1.801e-01, 5.704e-02, 1.472e-02; bound on R_3 = 4.090e-01
D=4 bohr: R_0..R_4 = 9.512e-01, 8.190e-01, 6.394e-01, 4.537e-01, 2.936e-01; bound on R_3 = 1.047e+02
cosh eta = 2.04167, eta = 1.34069, exp(-eta) = 0.26167
L=0: worst error 1.182e-01 hartree at D=1.00 bohr (predicted 1.15), next/this=0.2623
L=1: worst error 3.099e-02 hartree at D=1.37 bohr (predicted 1.48), next/this=0.2621
L=2: worst error 8.123e-03 hartree at D=1.66 bohr (predicted 1.75), next/this=0.2619
L=4: worst error 5.571e-04 hartree at D=2.13 bohr (predicted 2.20), next/this=0.2618
L=8: worst error 2.615e-06 hartree at D=2.84 bohr (predicted 2.89), next/this=0.2617
L=16: worst error 5.753e-11 hartree at D=3.88 bohr (predicted 3.92), next/this=0.2617
L=40: worst error 6.110e-25 hartree at D=6.01 bohr (predicted 6.04), next/this=0.2617
L for error below 1e-6 hartree at every D: 9
D=2 bohr, L=3, same side: T=3.6682e-02, error=2.092e-03 hartree, relative=5.704e-02
D=2 bohr, L=3, opposite: T=2.1921e-04, error=1.209e-03 hartree, relative=5.516e+00
\end{verbatim}
